# The Axilrod–Teller–Muto Triple-Dipole Energy at Third Order

## Three oscillators that move one way

Place three identical atoms at the corners of an equilateral triangle of side \(R\). Model each atom by a charge \(Q\) of mass \(M\), bound by a spring of frequency \(\omega\) to a fixed charge \(-Q\) (a Drude oscillator). Let the moving charges be displaced only perpendicular to the plane, by \(z_1,z_2,z_3\). Atomic units with \(\hbar=4\pi\varepsilon_0=1\) are used throughout.

A static field \(F\) displaces the charge by \(QF/(M\omega^2)\), so the polarizability is \(\alpha=Q^2/(M\omega^2)\). Two parallel dipoles perpendicular to the line joining them have energy \(Q^2z_iz_j/R^3=M\omega^2(\alpha/R^3)z_iz_j\). Only this dipole coupling between the atoms is kept; higher multipoles are left out. With \(x=\alpha/R^3\) the potential energy is then

\[
U=\tfrac12M\omega^2\left[z_1^2+z_2^2+z_3^2+2x(z_1z_2+z_2z_3+z_3z_1)\right]. \tag{1}
\]

The mode with equal displacements has squared frequency \(\omega^2(1+2x)\). The two modes with \(z_1+z_2+z_3=0\) have \(\omega^2(1-x)\). The zero-point energy, half the sum of the frequencies, is expanded with \(\sqrt{1+y}=1+y/2-y^2/8+y^3/16-\dots\):

\[
\begin{aligned}
E&=\tfrac12\omega\left[\sqrt{1+2x}+2\sqrt{1-x}\right]\\
&=\tfrac32\omega-\tfrac{1}{16}\omega(4+2)x^2+\tfrac1{32}\omega(8-2)x^3+\dots\\
&=\tfrac32\omega-\tfrac38\omega x^2+\tfrac3{16}\omega x^3+\dots
\end{aligned} \tag{2}
\]

A single pair has squared frequencies \(\omega^2(1\pm x)\). Its energy shift is \(-\omega x^2/8\) at second order, and its cubic terms cancel. Three pairs therefore account for the whole quadratic term in (2) and for none of the cubic term. The energy \(+\frac3{16}\omega x^3\) belongs to the three atoms together. The general case needs motion in all directions, any triangle, and atoms with many levels.

## The coupling and the third-order energy

Consider three neutral atoms whose ground states are non-degenerate, spherically symmetric and of definite parity. They are far enough apart for overlap to be negligible, but close enough for the interaction to be treated as instantaneous.

A dipole \(\mathbf d_i\) produces the potential \(\phi=\mathbf d_i\cdot\mathbf r/r^3\), and a second dipole has energy \(\mathbf d_j\cdot\nabla\phi\) in it. Taking the gradient gives

\[
V_{ij}=\mathbf d_i\cdot T_{ij}\,\mathbf d_j,\qquad
T_{ij}=\frac{1-3\,\mathbf n_{ij}\mathbf n_{ij}^{\mathsf T}}{R_{ij}^3}, \tag{3}
\]

where \(\mathbf n_{ij}\) is the unit vector from \(i\) to \(j\). The perturbation is \(V=V_{12}+V_{23}+V_{31}\). Higher multipoles are left out.

Let \(H_0\) be the Hamiltonian of the separate atoms, with its ground energy set to zero, and \(|0\rangle\) the product of ground states. Parity gives \(\langle\mathbf d_i\rangle=0\), so the first-order energy \(\langle0|V|0\rangle\) vanishes. Choose the corrections \(\psi_1,\psi_2\) to the state orthogonal to \(|0\rangle\). The first two orders of the Schrödinger equation are then

\[
H_0\psi_1=-V|0\rangle,\qquad H_0\psi_2+V\psi_1=E_2|0\rangle. \tag{4}
\]

The third-order energy is \(E_3=\langle0|V|\psi_2\rangle\). By the first equation this equals \(-\langle\psi_1|H_0|\psi_2\rangle\). Inserting the second, and using \(\langle\psi_1|0\rangle=0\), we find

\[
E_3=\langle\psi_1|V|\psi_1\rangle
=\sum_{m,n\neq0}\frac{\langle0|V|m\rangle\langle m|V|n\rangle\langle n|V|0\rangle}{E_mE_n}, \tag{5}
\]

where \(E_m\) is the excitation energy of the product state \(m\). The two negative signs from \(\psi_1\) have cancelled.

The second-order energy, \(E_2=\langle0|V|\psi_1\rangle\), is a sum over pairs. A cross term between \(V_{12}\) and \(V_{23}\) would need a state in which atom 1 is both excited, as \(V_{12}|0\rangle\) requires, and in its ground state, as \(V_{23}|0\rangle\) requires.

## Which products survive

Suppose that a term of (5) contains \(V_{12}\), \(V_{23}\) and \(V_{31}\) respectively \(n_{12}\), \(n_{23}\) and \(n_{31}\) times, with \(n_{12}+n_{23}+n_{31}=3\). Each dipole operator reverses the parity of its atom, and each atom must return to its ground state. Hence \(n_{12}+n_{31}\), \(n_{12}+n_{23}\) and \(n_{23}+n_{31}\) are all even, and the three numbers are all even or all odd. Their sum is odd, so they are all odd, which leaves \(n_{12}=n_{23}=n_{31}=1\). The third-order energy thus contains each coupling once, in any of \(3!=6\) orders. It vanishes if any one coupling is removed.

Take the order in which \(V_{ij}\) acts first, \(V_{jk}\) second and \(V_{ki}\) last:

1. \(V_{ij}\) excites atoms \(i\) and \(j\), at energy \(\Delta_i+\Delta_j\).
2. \(V_{jk}\) returns \(j\) to its ground state, since no later coupling touches \(j\), and excites \(k\). The energy is now \(\Delta_i+\Delta_k\).
3. \(V_{ki}\) returns \(i\) and \(k\) to their ground states.

The denominator is \((\Delta_i+\Delta_j)(\Delta_i+\Delta_k)\), where \(i\) is the atom shared by the first and last couplings. Exchanging these two couplings gives the same denominator, so each choice of \(i\) occurs twice.

For the numerators, sum over the degenerate states of one level, labelled by \(m\). The ground state and the set of states in the level are both unchanged by rotation, so the resulting tensor must be a multiple of the unit tensor:

\[
\sum_{m\in\text{level}}\langle0|d_s|m\rangle\langle m|d_t|0\rangle=\mu^2\delta_{st}. \tag{6}
\]

Here \(s,t\) are Cartesian indices, and \(\mu^2\) is the summed squared matrix element of \(d_z\). Each atom supplies one such factor, which joins the indices of the two tensors that meet at it. Going round the triangle produces \(\mathrm{Tr}(T_{ki}T_{ij}T_{jk})\). The tensors are symmetric and a trace is cyclic, so all six orders give the same number,

\[
\tau=\mathrm{Tr}(T_{12}T_{23}T_{31}). \tag{7}
\]

Let \(D=(\Delta_1+\Delta_2)(\Delta_2+\Delta_3)(\Delta_3+\Delta_1)\). The six orders add up to

\[
\begin{aligned}
&2\left[\frac{\Delta_2+\Delta_3}{D}+\frac{\Delta_3+\Delta_1}{D}+\frac{\Delta_1+\Delta_2}{D}\right]
=\frac{4(\Delta_1+\Delta_2+\Delta_3)}{D},\\
&E_3=\tau\sum_{\text{levels}}\mu_1^2\mu_2^2\mu_3^2\,\frac{4(\Delta_1+\Delta_2+\Delta_3)}{D}.
\end{aligned} \tag{8}
\]

The sum takes one excited level from each atom.

## From level sums to polarizabilities

Equation (8) does not yet separate into properties of single atoms. The dynamic polarizability makes this possible. In a field \(F\cos\nu t\) along \(z\), the first-order amplitude \(b_m\) of an excited state obeys \(i\dot b_m=\Delta_m b_m-\langle m|d_z|0\rangle F\cos\nu t\). Its steady solution is

\[
b_m=\tfrac12\langle m|d_z|0\rangle F\left[\frac{e^{-i\nu t}}{\Delta_m-\nu}+\frac{e^{i\nu t}}{\Delta_m+\nu}\right].
\]

The induced dipole, \(2\,\mathrm{Re}\sum_m\langle0|d_z|m\rangle b_m\), is \(\alpha(\nu)F\cos\nu t\) with \(\alpha(\nu)=\sum2\Delta\mu^2/(\Delta^2-\nu^2)\), where the sum now runs over levels. At imaginary frequency \(\nu=iu\),

\[
\alpha(iu)=\sum_{\text{levels}}\frac{2\Delta\mu^2}{\Delta^2+u^2}, \tag{9}
\]

which is positive and has no resonances.

We need the integral over \(u\) of three such denominators. For two,

\[
I(p,q)=\int_0^\infty\frac{du}{(u^2+p^2)(u^2+q^2)}
=\frac{1}{q^2-p^2}\,\frac\pi2\left(\frac1p-\frac1q\right)=\frac{\pi}{2pq(p+q)}. \tag{10}
\]

For three, split the factors containing \(q\) and \(r\) in the same way:

\[
\begin{aligned}
J&=\int_0^\infty\frac{du}{(u^2+p^2)(u^2+q^2)(u^2+r^2)}=\frac{I(p,q)-I(p,r)}{r^2-q^2}\\
&=\frac{\pi}{2p\,(r^2-q^2)}\,\frac{r(p+r)-q(p+q)}{qr(p+q)(p+r)}
=\frac{\pi(p+q+r)}{2pqr(p+q)(q+r)(r+p)}.
\end{aligned} \tag{11}
\]

The last step uses \(r(p+r)-q(p+q)=(r-q)(p+q+r)\). Equal arguments follow by continuity. Setting \(p,q,r=\Delta_1,\Delta_2,\Delta_3\) and multiplying by \(8\Delta_1\Delta_2\Delta_3\,\mu_1^2\mu_2^2\mu_3^2\) gives \(\pi\) times the summand in (8). Therefore

\[
E_3=\frac{\tau}{\pi}\int_0^\infty\alpha_1(iu)\,\alpha_2(iu)\,\alpha_3(iu)\,du. \tag{12}
\]

## The angular factor

Let \(a,b,c\) be the interior angles at atoms 1, 2, 3. Expand the trace (7), using \(\mathrm{Tr}\,1=3\) and \(\mathrm{Tr}\,\mathbf n\mathbf n^{\mathsf T}=1\):

\[
\begin{aligned}
(R_{12}R_{23}R_{31})^3\tau={}&3-9+9\left[(\mathbf n_{12}\cdot\mathbf n_{23})^2+(\mathbf n_{23}\cdot\mathbf n_{31})^2+(\mathbf n_{31}\cdot\mathbf n_{12})^2\right]\\
&-27(\mathbf n_{12}\cdot\mathbf n_{23})(\mathbf n_{23}\cdot\mathbf n_{31})(\mathbf n_{31}\cdot\mathbf n_{12}).
\end{aligned} \tag{13}
\]

The vectors run round the triangle. The interior angle at atom 2 lies between \(-\mathbf n_{12}\) and \(\mathbf n_{23}\), so \(\mathbf n_{12}\cdot\mathbf n_{23}=-\cos b\), and similarly at the other corners. The product of three negative signs turns the last term into \(+27\cos a\cos b\cos c\).

The squares are removed with \(a+b+c=\pi\), which gives \(\cos c+\cos a\cos b=\sin a\sin b\). Squaring both sides,

\[
\begin{aligned}
&\cos^2c+2\cos a\cos b\cos c+\cos^2a\cos^2b=(1-\cos^2a)(1-\cos^2b),\\
&\cos^2a+\cos^2b+\cos^2c=1-2\cos a\cos b\cos c.
\end{aligned} \tag{14}
\]

The right side of (13) becomes \(-6+9-18\cos a\cos b\cos c+27\cos a\cos b\cos c=3(1+3\cos a\cos b\cos c)\). With (12) this is the Axilrod–Teller–Muto energy:

\[
\begin{aligned}
E_3&=C_9\,\frac{1+3\cos a\cos b\cos c}{(R_{12}R_{23}R_{31})^3},\\
C_9&=\frac3\pi\int_0^\infty\alpha_1(iu)\,\alpha_2(iu)\,\alpha_3(iu)\,du.
\end{aligned} \tag{15}
\]

Since \(C_9>0\), the shape decides the sign. The factor is \(11/8\) for an equilateral triangle and 1 for any right triangle. For three atoms in a line, with angles \(0,0,\pi\), it is \(-2\). The triple-dipole term thus weakens the pair attraction in every acute triangle and strengthens it in a line. This holds for this term alone. Near the pair minimum of real atoms, overlap adds a three-body exchange energy that can outweigh it. For He\(_3\) in an equilateral triangle of side \(5.6\,a_0\), CCSD(T) in the small aug-cc-pVDZ basis gives a negative total three-body energy, although (15) is positive there; at \(7\,a_0\) the total is positive.

For an isosceles triangle with apex angle \(\gamma\), each base angle has squared cosine \(\sin^2(\gamma/2)=(1-\cos\gamma)/2\). The factor vanishes when

\[
1+\tfrac32\cos\gamma(1-\cos\gamma)=0,\qquad
\cos\gamma=\tfrac12\left(1-\sqrt{11/3}\right),\qquad \gamma=117.22^\circ. \tag{16}
\]

## Three Drude oscillators in three dimensions

For a Drude oscillator, \(\mathbf d\) connects the ground state to the first excited level alone, so \(\Delta=\omega\). Then \(\mu^2=Q^2\langle z^2\rangle=Q^2/(2M\omega)=\alpha\omega/2\). Inserting this in (8), with \(\tau\) carrying the factor 3 found above, gives

\[
C_9=\frac32\,\frac{\alpha_1\alpha_2\alpha_3\,\omega_1\omega_2\omega_3(\omega_1+\omega_2+\omega_3)}{(\omega_1+\omega_2)(\omega_2+\omega_3)(\omega_3+\omega_1)}, \tag{17}
\]

where \(\alpha_i\) is now a static polarizability. Identical oscillators have \(C_9=\frac9{16}\omega\alpha^3\).

The same system can be solved without perturbation theory. In coordinates scaled by \(\sqrt{M_i}\), the potential energy is a quadratic form with the \(9\times9\) matrix

\[
K_{ij}=\omega_i^2\delta_{ij}\,1+\omega_i\omega_j\sqrt{\alpha_i\alpha_j}\;T_{ij},\qquad
E=\tfrac12\mathrm{Tr}\sqrt K, \tag{18}
\]

where \(T_{ii}=0\) and each entry is a \(3\times3\) block. The off-diagonal factor comes from \(Q_iQ_j/\sqrt{M_iM_j}\). All eigenvalues of \(K\) must be positive. Otherwise the dipole model has no ground state, a sign that it has been used at distances too short for it.

For identical oscillators \(K=\omega^2(1+\alpha T)\), and the square-root series gives

\[
E=\tfrac92\omega-\frac{\omega\alpha^2}{16}\mathrm{Tr}\,T^2+\frac{\omega\alpha^3}{32}\mathrm{Tr}\,T^3-\frac{5\,\omega\alpha^4}{256}\mathrm{Tr}\,T^4+\dots \tag{19}
\]

The term linear in \(T\) vanishes because \(T_{ii}=0\). Each trace is a sum over closed walks between the atoms.

- **Two steps.** Since \((1-3\mathbf n\mathbf n^{\mathsf T})^2=1+3\mathbf n\mathbf n^{\mathsf T}\) has trace 6, \(\mathrm{Tr}\,T^2=12\sum_{i<j}R_{ij}^{-6}\). The pair energy is \(-C_6/R^6\) with \(C_6=\frac34\omega\alpha^2\).
- **Three steps.** The triangle can be walked from three starting points in two directions, so \(\mathrm{Tr}\,T^3=6\tau\). The cubic term is \(\frac{6\cdot3}{32}\omega\alpha^3=\frac9{16}\omega\alpha^3\) times the geometric factor in (15). This confirms \(C_9\) by a route that uses no excited states.
- **Four steps.** The parity count used earlier now requires every side to be used an even number of times. Walks along one side belong to pairs. The others go from a central atom \(i\) to \(j\), back, to \(k\), and back, with four possible starting points. Each contributes \(\mathrm{Tr}(T_{ij}^2T_{ik}^2)=(9+9\cos^2\theta_i)/(R_{ij}R_{ik})^6\), where \(\theta_i\) is the interior angle at \(i\).

The fourth-order non-additive energy is therefore

\[
E_4^{\text{na}}=-\frac{45}{64}\,\omega\alpha^4\sum_i\frac{1+\cos^2\theta_i}{(R_{ij}R_{ik})^6}. \tag{20}
\]

It is negative for every shape. For an equilateral triangle the sum is \(\frac{15}{4}R^{-12}\), and

\[
\frac{E_4^{\text{na}}}{E_3}=-\frac{(45/64)(15/4)}{(9/16)(11/8)}\,\frac{\alpha}{R^3}=-\frac{75}{22}\,\frac{\alpha}{R^3}. \tag{21}
\]

The opening example is contained in these results. Perpendicular motion does not mix with motion in the plane, and it contributes \(R^{-9}\) to \(\tau\). Equation (12), whose integral with its prefactor equals \(C_9/3\), then gives \(\frac3{16}\omega\alpha^3/R^9\), as in (2).

## Numerical example

Take model oscillators with \(\alpha=10\,a_0^3\) and \(\omega=0.5\,E_h\) in an equilateral triangle of side \(10\,a_0\), so that \(\alpha/R^3=0.01\). Then

\[
\begin{aligned}
C_9&=\tfrac9{16}(0.5)(10)^3=281.25\,E_ha_0^9,\\
E_3&=\frac{281.25\times1.375}{10^9}=3.867\times10^{-7}\,E_h=10.52\ \mu\text{eV}.
\end{aligned}
\]

The normal modes give an exact non-additive energy, within this dipole model, of \(3.738\times10^{-7}\,E_h=10.17\ \mu\text{eV}\). This is 3.3% below \(E_3\); equation (21) predicts 3.4%. Adding \(E_4^{\text{na}}=-0.132\times10^{-7}\,E_h\) to \(E_3\) gives \(3.735\times10^{-7}\,E_h\), within 0.1% of the exact value. The exact pair energies of the three pairs add up to \(-1.125\times10^{-4}\,E_h\), so the exact non-additive energy cancels about 0.33% of this sum.

The shortfall relative to \(E_3\) grows to 6.4% at side \(8\,a_0\) and drops to 0.425% at \(20\,a_0\) and 0.053% at \(40\,a_0\). Between the last two sides it falls as \(R^{-2.997}\), in agreement with the \(R^{-3}\) of (21).

These shortfalls belong to the instantaneous dipole model, and \(E_4^{\text{na}}\) is not the leading correction to (15) once the neglected effects are restored. With the full Coulomb coupling of the oscillators, a dipole-dipole-quadrupole term appears at third order. It falls as \(R^{-11}\), more slowly than \(E_4^{\text{na}}\), and in the equilateral triangle it is positive, about \(3.9/(M\omega R^2)\) times \(E_3\). For \(Q=1\), so \(M=0.4\), this is 20% at side \(10\,a_0\) and 1.2% at \(40\,a_0\). Retardation lowers \(E_3\) by about 0.15% at \(20\,a_0\) and 0.56% at \(40\,a_0\), ten times the dipole-model shortfall at the larger side.

Unequal oscillators test (17). Let \(\alpha_i=6,10,15\,a_0^3\) and \(\omega_i=0.7,0.5,0.4\,E_h\), with sides \(R_{12}=10\), \(R_{23}=10.817\) and \(R_{31}=9.849\,a_0\). The angular factor is \(1+3(0.4061)(0.5547)(0.5351)=1.3616\), and

\[
C_9=\frac{1.5\times900\times0.14\times1.6}{1.2\times0.9\times1.1}=254.5\,E_ha_0^9.
\]

Equation (15) then gives \(E_3=2.867\times10^{-7}\,E_h\), the same as the cubic coefficient extracted from the exact normal-mode energies.

Oscillators have a single dipole transition from the ground state, so they do not test the level sums in (9). The numerical check therefore also treats atoms with two p levels and an excited s level in the same scalene triangle. The explicit sum (5) over their product states and the frequency integral in (15) both give \(2.459\times10^{-7}\,E_h\).

## Calculated quantities

```
MULTI-LEVEL ATOMS, scalene triangle
atom 1: position [0. 0. 0.] a0
  p, p', s' energies [0.3 0.5 0.4] Eh; s-p, s-p' moments [1.2 0.5] e a0
atom 2: position [10.  0.  0.] a0
  p, p', s' energies [0.25 0.45 0.35] Eh; s-p, s-p' moments [1.5 0.4] e a0
atom 3: position [4. 9. 0.] a0
  p, p', s' energies [0.4  0.6  0.55] Eh; s-p, s-p' moments [1.  0.6] e a0
s'-p, s'-p' moments, all atoms: (0.9, 0.7) e a0
R12, R23, R31 = [10.      10.81665  9.84886] a0
cosines at atoms 1, 2, 3 = [0.406138 0.5547   0.535052]
angular factor = 1.361618
second order, all couplings = -7.90641439e-05 Eh
second order, sum of pairs  = -7.90641439e-05 Eh
C9 from frequency integral  = 218.379623 Eh a0^9
third order, state sum      = 2.45940995e-07 Eh
third order, ATM formula    = 2.45940995e-07 Eh
THREE DIFFERENT DRUDE OSCILLATORS, same triangle
alpha = [ 6. 10. 15.] a0^3; omega = [0.7 0.5 0.4] Eh
C9 closed form = 254.545455, integral = 254.545455 Eh a0^9
third order, normal modes = 2.86671264e-07 Eh
third order, ATM formula  = 2.86671264e-07 Eh
IDENTICAL DRUDE OSCILLATORS
alpha = 10.0 a0^3, omega = 0.5 Eh
C6 = 37.5000 Eh a0^6, C9 = 281.2500 Eh a0^9
angular factor from modes, equilateral: 1.375000
angular factor from modes, right isosceles: 1.000000
angular factor from modes, linear, equal spacing: -2.000000
apex angle of zero: modes 117.22121, formula 117.22121 deg
E4 scalene: modes -1.0451456e-08, formula -1.0451456e-08 Eh
equilateral: side/a0, exact non-additive/Eh, E3/Eh, E4/Eh, exact/E3
  8.0 2.697011e-06 2.881279e-06 -1.918465e-07 0.936046
 10.0 3.738103e-07 3.867188e-07 -1.318359e-08 0.966621
 20.0 7.521001e-10 7.553101e-10 -3.218651e-12 0.995750
 40.0 1.474429e-12 1.475215e-12 -7.858034e-16 0.999468
deviation of exact/E3 from 1 falls as side^(-2.997), sides 20 to 40 a0
MAIN EXAMPLE, side 10.0 a0
pair energy: exact -1.125105e-04, -3 C6/R^6 -1.125000e-04 Eh
E3 + E4 = 3.735352e-07 Eh
E3 = 10.5232 micro-eV
exact non-additive energy = 10.1719 micro-eV
exact non-additive / exact pair energy = -0.3322 %
```
